# Pressure shift of the spin-crossover temperature in the Slichter–Drickamer model

**Question.** An iron(II) complex with six nitrogen donors switches from low spin to high spin on warming, and pressure moves the switching temperature. How large is the shift per gigapascal, in what sense is it given by "$dV/dS$", and how much entropy does the crystal lose when it is compressed at fixed temperature? How do these quantities scale with the properties of the complex?

**Answer.** Atomic units are unnatural here, so molar units are used: J/mol, J/(mol K), cm³/mol, K and GPa, with cm⁻¹ for vibrations and Å for bonds. One conversion recurs: 1 cm³/mol × 1 GPa = $10^{-6}$ m³/mol × $10^{9}$ Pa = 1000 J/mol. The symbol $\Delta$ means high spin (HS) minus low spin (LS).

## The model

Let $\gamma$ be the fraction of HS molecules. The pure phases have molar Gibbs energies $G_{LS}$ and $G_{HS}$, with $\Delta G=G_{HS}-G_{LS}$, and $dG=V\,dp-S\,dT$ for each gives

$$d(\Delta G)=\Delta V\,dp-\Delta S\,dT .$$

Placing $\gamma N$ HS molecules at random on $N$ sites can be done in $N!/[(\gamma N)!\,((1-\gamma)N)!]$ ways. Stirling's formula $\ln n!\approx n\ln n-n$ turns $k$ times the logarithm of this count into the molar mixing entropy

$$S_{mix}(\gamma)=-R\,[\gamma\ln\gamma+(1-\gamma)\ln(1-\gamma)] .$$

Large and small molecules strain a common lattice. The simplest mean-field term for this cost vanishes in both pure phases, $\Gamma\gamma(1-\gamma)$, with a cooperativity $\Gamma\ge 0$ taken as constant. This is the Slichter–Drickamer model:

$$\tilde G\equiv G-G_{LS}=\gamma\,\Delta G+\Gamma\gamma(1-\gamma)-T\,S_{mix}(\gamma) .$$

The crystal is assumed to be in equilibrium, at the global minimum of $\tilde G$ over $\gamma$, so hysteresis is excluded. Since $dS_{mix}/d\gamma=-R[\ln\gamma+1-\ln(1-\gamma)-1]=-Ru$ with $u=\ln[\gamma/(1-\gamma)]$, the condition $\partial\tilde G/\partial\gamma=0$ reads

$$f\equiv\Delta G+\Gamma(1-2\gamma)+RT\,u=0 .$$

## The shift of the transition temperature

The last two terms of $\tilde G$ do not change under $\gamma\to1-\gamma$, so

$$\tilde G(\gamma)-\tilde G(1-\gamma)=(2\gamma-1)\,\Delta G .$$

If $\Delta G>0$, every $\gamma>\tfrac12$ lies higher than its mirror image, so the global minimum cannot lie above $\tfrac12$. It cannot lie at $\tfrac12$ either, because $f=\Delta G\neq0$ there. If $\Delta G<0$ the same argument puts the minimum above $\tfrac12$. The temperature $T_{1/2}$ at which the majority changes from LS to HS therefore obeys $\Delta G(T_{1/2},p)=0$ for any $\Gamma$. Along this line $d(\Delta G)=0$, which gives

$$\frac{dT_{1/2}}{dp}=\frac{\Delta V}{\Delta S}=\frac{T_{1/2}\,\Delta V}{\Delta H},$$

where the second form uses $\Delta G=\Delta H-T\Delta S=0$. So "$dV/dS$" is not the derivative $(\partial V/\partial S)_p$ of the whole crystal, which also contains the thermal expansion and heat capacity of the lattice. It is the ratio of two finite differences between the spin states, both evaluated at the current point $(T_{1/2},p)$. Both are positive, so pressure raises $T_{1/2}$: it favours the smaller LS molecule.

The transition can be gradual or abrupt. With $du/d\gamma=1/[\gamma(1-\gamma)]$, the curvature is

$$\frac{\partial^2\tilde G}{\partial\gamma^2}=\frac{\partial f}{\partial\gamma}=\frac{RT}{\gamma(1-\gamma)}-2\Gamma ,$$

which equals $4RT-2\Gamma$ at $\gamma=\tfrac12$ and is larger elsewhere. For $\Gamma<2RT_{1/2}$ there is one minimum, and $\gamma$ passes smoothly through $\tfrac12$. For $\Gamma>2RT_{1/2}$ the point $\gamma=\tfrac12$ is a maximum at $T_{1/2}$. Put $\gamma=(1+m)/2$ and $\Delta G=0$ in $f=0$. Then $1-2\gamma=-m$ and $u=\ln[(1+m)/(1-m)]=2\,\mathrm{artanh}\,m$, so $-\Gamma m+2RT\,\mathrm{artanh}\,m=0$, or

$$m=\tanh\frac{\Gamma m}{2RT}.$$

The right side starts with slope $\Gamma/2RT$ and never exceeds 1, so a root $m>0$ exists when that slope exceeds 1. When it does not, $\tanh y<y$ for $y>0$ keeps the right side below $m$, and there is no such root. When the root exists, two minima of equal depth lie at $\gamma=(1\pm m)/2$, and $\gamma$ jumps by $m$. The volume jumps by $m\Delta V$. The mixing entropy is the same at the two mirror points, so the entropy jumps by $m\Delta S$. The Clausius–Clapeyron slope $m\Delta V/(m\Delta S)$ is again $\Delta V/\Delta S$. For a jump this result rests on the mirror symmetry of the interaction. With a term such as $\gamma^2(1-\gamma)$ the two coexisting fractions are no longer mirror images, their mixing entropies differ, and that difference enters the entropy jump. A gradual midpoint would keep the slope $\Delta V/\Delta S$, because a constant interaction only adds a constant to $f$ at $\gamma=\tfrac12$, where $u=0$, but it would no longer lie at $\Delta G=0$.

A gradual curve is not shifted rigidly. At a fixed fraction $\gamma$, and hence fixed $u$, $df=0$ gives $\Delta V\,dp-\Delta S\,dT+Ru\,dT=0$, so

$$\left(\frac{\partial T}{\partial p}\right)_\gamma=\frac{\Delta V}{\Delta S-Ru}.$$

The HS-rich end ($u>0$) moves faster than the midpoint and the LS-rich end moves slower, so pressure broadens the curve.

## How large is $\Delta S$

The numbers below belong to a model FeN₆ complex, not to a named compound. Its parameters are round values of the rough size met in this class, and $T_{1/2}(0)=250$ K is imposed by choosing the electronic energy gap.

The electronic part follows from counting states of $3d^6$ in an octahedral field. LS is $t_{2g}^6$: six electrons fill six spin orbitals, which gives 1 state. HS is the quintet of $t_{2g}^4e_g^2$. Spin projection $M_S=2$ needs five electrons up, one in each $d$ orbital, and one down in any of the three $t_{2g}$ orbitals. $M_S=3$ would need six up and is impossible, so these three determinants are the top members of three quintets, $3\times5=15$ states. If all $g$ states lie within much less than $kT$ of one another, they add $R\ln g$ to the entropy. Low symmetry and spin–orbit coupling split the set. The model assumes that the orbital triplet is split by much more than $kT$ and the five spin states by much less, so $g=5$ and $R\ln5=13.38$ J/(mol K). The opposite limit is $R\ln15=22.52$ J/(mol K).

The vibrational part arises because the two $e_g$ electrons are antibonding, so HS has longer bonds and softer modes. For a harmonic mode of wavenumber $\tilde\nu$, with $x=hc\tilde\nu/kT$, the geometric series gives

$$Z=\sum_n e^{-(n+1/2)x}=\frac{e^{-x/2}}{1-e^{-x}},\qquad F=-RT\ln Z=RT\left[\frac x2+\ln(1-e^{-x})\right].$$

The product $RTx/2$ is the zero-point energy and does not depend on $T$. In the other term $dx/dT=-x/T$ and $d\ln(1-e^{-x})/dx=1/(e^x-1)$, so

$$\frac{S}{R}=-\frac1R\frac{dF}{dT}=\frac{x}{e^x-1}-\ln(1-e^{-x}).$$

For $x\ll1$ this tends to $1-\ln x$, and a softened mode contributes $R\ln(\tilde\nu_{LS}/\tilde\nu_{HS})$: only the frequency ratio counts. For $x\gg1$ the mode is frozen and contributes nothing.

The seven atoms of FeN₆ have $3\times7-6=15$ modes, 6 stretches and 9 bends. Let the stretches soften from 400 to 250 cm⁻¹ and the bends from 200 to 150 cm⁻¹. At 250 K, $kT/hc=173.8$ cm⁻¹, so $x=2.302$, $1.439$, $1.151$ and $0.863$, and $S/R=0.3614$, $0.7182$, $0.9128$ and $1.1775$ in the same order. With $R=8.314$ J/(mol K),

$$6R\,(0.7182-0.3614)=17.80,\qquad 9R\,(1.1775-0.9128)=19.81 ,$$

$$\Delta S=13.38+17.80+19.81=50.99\ \text{J/(mol K)} .$$

Vibrations supply 37.61 of the total, about three quarters. For a molar mass of 500 g/mol the total is 102 J/(kg K). The enthalpy is $\Delta H=250\times50.99\approx12.7$ kJ/mol. Ligand and lattice modes are left out, and the four decimals serve only the arithmetic; the estimate means about 50 J/(mol K). With $g=15$ it would be about 60.

## How large is $\Delta V$

Geometry gives only two extremes, and these are plausibility limits rather than proven bounds. Let the Fe–N bond grow from 2.0 to 2.2 Å. One Å³ per molecule is $N_A\times10^{-24}=0.6022$ cm³/mol.

In the small extreme only the coordination octahedron grows. It consists of two square pyramids of height $r$ on a base with diagonals $2r$ and area $2r^2$, so its volume is $2\times\tfrac13\times2r^2\times r=\tfrac43r^3$, and

$$\tfrac43\,(2.2^3-2.0^3)\times0.6022=2.13\ \text{cm}^3/\text{mol}.$$

In the large extreme the whole molecule is a sphere whose surface moves out by the full 0.2 Å. At a density of 1.5 g/cm³ the molar volume is $V=500/1.5=333.3$ cm³/mol, a sphere of radius 5.09 Å per molecule, and

$$\tfrac{4\pi}{3}\,[(5.09+0.2)^3-5.09^3]\times0.6022=40.8\ \text{cm}^3/\text{mol}.$$

Dividing by $\Delta S$ gives 42 and about 800 K/GPa, a range too wide to serve as an estimate. The value must come from the rough observed size of the change in cell volume, a few per cent. The model takes $\Delta V=8$ cm³/mol, which is 2.4 % of $V$, or 13.3 Å³ per molecule.

## The slope and its range

$$\frac{dT_{1/2}}{dp}=\frac{1000\times8}{50.99}=157\ \text{K/GPa}.$$

A pressure of 0.1 GPa moves the transition by about 16 K. In relative terms $\delta T/T_{1/2}=p\Delta V/\Delta H$: the work $p\Delta V=800$ J/mol is set against 12.7 kJ/mol.

A slope of 100 to 200 K/GPa means $\Delta V/\Delta S=0.1$ to $0.2$ cm³ K/J. At the present $\Delta S$ this requires $\Delta V$ between 5.1 and 10.2 cm³/mol. The slopes in K/GPa for neighbouring round values, with $\Delta V$ in cm³/mol and $\Delta S$ in J/(mol K), are:

| $\Delta V$ | $\Delta S=50$ | 60 | 70 |
|---|---|---|---|
| 6 | 120 | 100 | 86 |
| 8 | 160 | 133 | 114 |
| 10 | 200 | 167 | 143 |

The range is thus a consequence of two rough sizes and is not a law. A crystal that absorbs the bond lengthening in its voids falls below it, and one with a large $\Delta V$ and a small $\Delta S$ lies above it.

For the fixed-fraction slope take $\Gamma=3000$ J/mol, below the critical value $2RT_{1/2}=4157$ J/mol. The temperatures at which $\gamma=0.1$ and $0.9$, found by bisection on the numerically minimised $\tilde G$, are 218 K and 314 K. The formula, with $\Delta S$ evaluated at those temperatures, gives 119 and 228 K/GPa. A slope read from the onset or the tail of a gradual curve is not $\Delta V/\Delta S$.

The linear shift fails when $\Delta S$ or $\Delta V$ changes along the line. With constant $\Delta V$ and pressure-independent frequencies, $\Delta S$ depends on $T$ alone, and the chain rule gives

$$\frac{d^2T_{1/2}}{dp^2}=-\frac{\Delta V}{\Delta S^2}\,\frac{d\Delta S}{dT}\,\frac{dT_{1/2}}{dp}=-\left(\frac{\Delta V}{\Delta S}\right)^2\frac{1}{\Delta S}\frac{d\Delta S}{dT}.$$

The second-order correction to $T_{1/2}$ is $p^2/2$ times this, or $-\tfrac12\,\delta T^2\,(d\Delta S/dT)/\Delta S$ with $\delta T=p\Delta V/\Delta S$. The mode formula gives $\Delta S=51.48$ J/(mol K) at 260 K, so $d\Delta S/dT\approx(51.48-50.99)/10$. At 0.1 GPa, $\delta T=15.69$ K and the correction is $-\tfrac12\times15.69^2\times0.049/50.99=-0.12$ K. Solving $\Delta G=0$ by root finding gives 265.57 K against the linear 265.69 K, an error below 1 % of the shift. At 0.5 GPa the values are 326.1 and 328.4 K, an error of about 3 % of the shift.

Compressibility can matter more. A phase of bulk modulus $B$ has $\partial V/\partial p=-V/B$, so to first order $\Delta V(p)=\Delta V-\kappa p$ with $\kappa=V_{HS}/B_{HS}-V_{LS}/B_{LS}$, positive if HS is the softer phase. The pressure term in $\Delta G$ becomes $p\Delta V-\kappa p^2/2$. A model value $\kappa=4$ cm³/(mol GPa) gives $T_{1/2}=317$ K at 0.5 GPa and a local slope $\Delta V(p)/\Delta S(T_{1/2})$ of 112 K/GPa. The local formula survives, but the straight line needs $\kappa p\ll\Delta V$. With $V\approx333$ cm³/mol, bulk moduli of 10 GPa (LS) and 9 GPa (HS) already give $\kappa\approx4.6$, and 12 and 9 GPa give $\kappa\approx10$, so at 0.5 GPa this condition can easily fail in a soft molecular crystal. From here on $\kappa=0$, and the results quoted at 0.5 GPa belong to that idealisation.

## The barocaloric entropy change

At equilibrium $\partial\tilde G/\partial\gamma=0$, so when $\tilde G$ is differentiated with respect to $T$ or $p$ the change of $\gamma$ drops out:

$$S-S_{LS}=\gamma\,\Delta S+S_{mix}(\gamma),\qquad V-V_{LS}=\gamma\,\Delta V .$$

Both states are given the same thermal expansion in volume, so $\Delta V$ does not depend on $T$. By the Maxwell relation $(\partial S/\partial p)_T=-(\partial V/\partial T)_p$, applied to each pure phase, this is the same assumption as $\Delta S$ not depending on $p$. For the LS lattice the relation gives $\partial S_{LS}/\partial p=-\alpha V$, with $\alpha$ the volume expansion coefficient. Taking $\alpha V$ constant, compression from 0 to $p$ at temperature $T$ changes the entropy by

$$\Delta S_{bc}=\underbrace{\Delta S\,(\gamma_p-\gamma_0)+S_{mix}(\gamma_p)-S_{mix}(\gamma_0)}_{\text{spin part}}-\alpha Vp .$$

The Maxwell relation for the whole crystal leads to the same spin part. At fixed $p$, $df=0$ gives $(\partial f/\partial\gamma)\,d\gamma=(\Delta S-Ru)\,dT$. At fixed $T$ it gives $(\partial f/\partial\gamma)\,d\gamma=-\Delta V\,dp$. Hence

$$\frac{\partial S_{spin}}{\partial p}=(\Delta S-Ru)\frac{\partial\gamma}{\partial p}=-\frac{\Delta V\,(\Delta S-Ru)}{\partial f/\partial\gamma}=-\Delta V\,\frac{\partial\gamma}{\partial T}.$$

At a minimum $\partial f/\partial\gamma>0$, so the response is negative whenever $Ru<\Delta S$, which holds except within a sliver of $\gamma$ next to 1. Compression lowers the entropy and releases heat $T|\Delta S_{bc}|$; decompression absorbs it.

As an example take $\Gamma=3000$ J/mol, $T=260$ K and $p=0.1$ GPa. The fractions come from a global minimisation of $\tilde G$ (a scan over $u$, then refinement of every local minimum): $\gamma_0=0.6704$ and $\gamma_p=0.3963$. The mixing entropy rises by 0.31 J/(mol K), because $\gamma_p$ is nearer to $\tfrac12$ than $\gamma_0$. With a round $\alpha=2\times10^{-4}$ K⁻¹,

$$\text{spin: }51.48\,(0.3963-0.6704)+0.31=-13.80,$$

$$\text{lattice: }-1000\times2\times10^{-4}\times333.3\times0.1=-6.67 ,$$

in J/(mol K). The total is $-20.5$ J/(mol K), or $-41$ J/(kg K). Ordinary thermal expansion supplies a third of it. The lattice term is quoted at 0.1 GPa only, since $\alpha$ cannot be trusted to stay constant over larger ranges.

### The ceiling

The function $s(\gamma)=\gamma\Delta S+S_{mix}$ is concave, since $s''=-R/[\gamma(1-\gamma)]<0$. Its smallest value therefore lies at an end point, $s(0)=0$. Its largest lies where $s'=\Delta S-Ru=0$. There $e^u=\gamma/(1-\gamma)$ gives $\ln(1-\gamma)=-\ln(1+e^u)$ and $\ln\gamma=u-\ln(1+e^u)$, so

$$s_{max}=\gamma Ru-R\,[\gamma u-\ln(1+e^u)]=R\ln\!\left(1+e^{\Delta S/R}\right).$$

The spin part is a difference of two values of $s$ at one temperature, so its magnitude cannot exceed $s_{max}$, which is 51.01 J/(mol K) at 250 K, barely above $\Delta S$. This is an upper bound. It is approached only if the crystal starts almost fully HS and ends almost fully LS.

### Small pressure, gradual transition

At $T_{1/2}$, $u=0$ and $\partial f/\partial\gamma=4RT-2\Gamma$. Define the width $w=1/(\partial\gamma/\partial T)$, the interval over which the tangent at the midpoint runs from 0 to 1. To first order in $p$,

$$w=\frac{4RT_{1/2}-2\Gamma}{\Delta S},\qquad \Delta S_{spin}\approx-\frac{p\,\Delta V}{w}=-\Delta S\,\frac{\delta T}{w}.$$

The converted share of $\Delta S$ is the shift divided by the width. This needs $\delta T\ll w$, and near the critical cooperativity it needs more. With $\gamma=\tfrac12+\varepsilon$ the expansion $u\approx4\varepsilon+\tfrac{16}{3}\varepsilon^3$ turns $f=0$ at $T_{1/2}(0)$ into $p\Delta V+(4RT_{1/2}-2\Gamma)\,\varepsilon+\tfrac{16}{3}RT_{1/2}\,\varepsilon^3\approx0$. The cubic term is negligible only if $(\delta T/w)^2\ll(4RT_{1/2}-2\Gamma)/(\tfrac{16}{3}RT_{1/2})$. Without cooperativity $w=2\times4157/50.99=163$ K and the response is $-8000/163=-49$ J/(mol K GPa). With $\Gamma=3000$ J/mol, $w=(2\times4157-6000)/50.99=45.4$ K and the response is $-176$ J/(mol K GPa). As $\Gamma\to2RT_{1/2}$ the width vanishes and the linear response diverges, so the range of $p$ in which it holds shrinks to zero.

### First-order transition

For $\Gamma=6000$ J/mol the root of $m=\tanh(6000\,m/4157)$, found by bracketing, is $m=0.8354$, and the jump is $0.8354\times50.99=42.6$ J/(mol K). At a temperature $T$ above $T_{1/2}(0)$ the crystal starts on the HS-rich branch and drops to the LS-rich one once the pressure has carried $T_{1/2}$ past $T$, at $p\approx[T-T_{1/2}(0)]\,\Delta S/\Delta V$. As long as $T_{1/2}$ stays below $\Gamma/2R$, the jump is therefore collected inside a window of width $\delta T$. In equilibrium, pressure sets the width of the window. For $\Gamma=6000$ J/mol the peak height depends on pressure only weakly, as the table below shows, although the height is not uniform across a wide window: at 0.5 GPa it falls from 49 J/(mol K) at the peak to about 37 near the upper edge. Just above the critical $\Gamma$ the jump is small, and the height still grows strongly with pressure. Because $T_{1/2}$ rises, the ratio $\Gamma/2RT_{1/2}$ and with it $m$ fall under pressure, and the jump disappears when $T_{1/2}$ reaches $\Gamma/2R$.

### Peak values

The table gives the most negative spin part in J/(mol K), from a scan of $T$ in steps of 1 K that includes the window edges, so the temperatures are good to about 1 K. In brackets are its temperature and its share of $\Delta S$ at that temperature.

| $\Gamma$ (J/mol) | 0.1 GPa | 0.5 GPa |
|---|---|---|
| 0 | −5.2 (237 K, 10 %) | −22.3 (264 K, 43 %) |
| 3000 | −15.1 (254 K, 29 %) | −37.8 (274 K, 73 %) |
| 6000 | −45.1 (250 K, 89 %) | −49.0 (268 K, 94 %) |

Per kilogram the peaks are $-10$, $-30$ and $-90$ J/(kg K) at 0.1 GPa, and $-45$, $-76$ and $-98$ J/(kg K) at 0.5 GPa. The 0.5 GPa column assumes $\kappa=0$; with $\kappa=4$ cm³/(mol GPa) its entries become $-20.0$, $-36.0$ and $-48.6$ J/(mol K), and with $\kappa=10$ they become $-16.3$, $-32.4$ and $-47.9$. The same $\Delta V$, $\Delta S$ and slope thus allow a factor of about nine in the peak at 0.1 GPa. For $\Gamma=0$ the spin peak of 5.2 is smaller than the lattice term of 6.67 J/(mol K).

Three entries call for comment. First, for $\Gamma=0$ and 0.1 GPa the peak lies below $T_{1/2}(0)$, although pressure moves the transition upward, and it is slightly larger than the midpoint estimate $0.1\times49.1=4.9$. For $\Gamma=0$, $f=0$ gives $-Ru=\Delta G/T$, so $\Delta S-Ru=\Delta H/T$ and

$$\frac{\partial\gamma}{\partial T}=\gamma(1-\gamma)\,\frac{\Delta H}{RT^2}.$$

At $T_{1/2}$ the factor $\gamma(1-\gamma)$ is stationary. The other factor has logarithmic derivative $\Delta C_p/\Delta H-2/T=(\Delta C_p-2\Delta S)/(T\Delta S)$, where $\Delta C_p=d\Delta H/dT=T\,d\Delta S/dT\approx250\times0.051\approx13$ J/(mol K), with the derivative taken at 250 K. This is far below $2\Delta S$, so $\partial\gamma/\partial T$ is already falling at $T_{1/2}$ and its maximum lies lower. To see by how much, write $\gamma(1-\gamma)=1/[4\cosh^2(u/2)]$, so that $\ln[\gamma(1-\gamma)]\approx-\ln4-u^2/4$, with $u\approx4(T-T_{1/2})/w$. Its derivative is $-8(T-T_{1/2})/w^2$. Setting the total logarithmic derivative to zero gives $T-T_{1/2}\approx-(w^2/8)(2\Delta S-\Delta C_p)/(T\Delta S)=-(163^2/8)(102-13)/12749\approx-23$ K. The spin part is $-\Delta V\,\partial\gamma/\partial T$ integrated over pressures from 0 to $p$, which moves the curve up by about $\delta T/2\approx8$ K on average. The estimate is therefore near 235 K, close to the 237 K in the table, and the maximum exceeds the midpoint value. Both steps are rough: the exact zero-pressure maximum of $\partial\gamma/\partial T$ lies about 21 K below $T_{1/2}$ rather than 23 K, and the pressure shift of the peak is nearer 7 K. Second, for $\Gamma=3000$ J/mol the linear estimate $0.1\times176.3=17.6$ exceeds the peak of 15.1; the ratio $\delta T/w=15.69/45.4$ is not small, so the first-order formula is outside its range. Third, for $\Gamma=6000$ J/mol the peak of 45.1 exceeds the jump of 42.6. Just above 250 K the jump occurs at once, and the remaining pressure keeps lowering $\gamma$ on the LS-rich branch, where the response derived above is negative too.

### The area under the peak

At the minimum $\partial\tilde G/\partial p=\gamma\Delta V$, and $\tilde G$ is continuous across a jump, so $\tilde G(T,p)-\tilde G(T,0)=\Delta V\int_0^p\gamma\,dp'$. The spin part is minus the $T$ derivative of this difference, and integrating over $T$ gives

$$-\int_{T_1}^{T_2}\Delta S_{spin}\,dT=\Delta V\int_0^p[\gamma(T_2,p')-\gamma(T_1,p')]\,dp' .$$

If $\gamma\approx1$ at $T_2$ and $\gamma\approx0$ at $T_1$, the area is $p\Delta V$ for every $\Gamma$: 800 J/mol, or 1600 J/kg, at 0.1 GPa. It equals $\Delta S\times\delta T$, a rectangle of height $\Delta S$ and width equal to the shift. Piecewise Gauss–Legendre quadrature from 100 to 600 K gives 782, 790 and 794.5 J/mol for the three values of $\Gamma$. The shortfall, about 2 % of $p\Delta V$ for $\Gamma=0$, is the incomplete conversion at the end points. It shrinks with $\Gamma$ because $RTu=-\Delta G+\Gamma(2\gamma-1)$ pushes $\gamma$ further toward whichever end it is near.

## How it scales

Within this mean-field model $\Delta V$, $\Delta S$, $\Gamma$ and the molar mass $M$ enter each quantity in a different combination. The shift is $p\Delta V/\Delta S$ and does not involve $\Gamma$. If conversion is complete at both ends of the temperature range, the area is $p\Delta V$ (or $p\Delta V-\kappa p^2/2$ with unequal compressibilities) and involves neither $\Gamma$ nor $\Delta S$. For a gradual transition the height grows as $p\Delta V\Delta S/(4RT_{1/2}-2\Gamma)$ within the small-pressure range given above, and then levels off below the ceiling $s_{max}\approx\Delta S$, with $\Delta S$ taken at the temperature of the peak. At fixed $\Delta V$, $\Gamma$ and $T_{1/2}(0)$, a larger $\Delta S$ raises the ceiling and narrows the curve but lowers the slope, so a first-order peak becomes taller and its window narrower. At fixed molar $\Delta S$ and $\Delta V$, the spin terms per kilogram carry a factor $1/M$, so heavy ligands and counterions dilute them, whereas the lattice term per kilogram is $-\alpha p/\rho$ with $\rho$ the density and does not depend on $M$.

The first-order entries are equilibrium values. For $\Gamma>2RT_{1/2}$ the model also has a metastable minimum near the transition, and a crystal that stays in it shows thermal hysteresis. The jump is then collected on both compression and release only if pressure lifts the cooling transition above the zero-pressure heating transition. If the crystal stays on each branch until that minimum disappears, the cooling transition lies where $\partial f/\partial\gamma=0$ on the HS-rich branch. There $df=0$ gives the slope $\Delta V/(\Delta S-Ru)$ with $u>0$, steeper than that of $T_{1/2}$. The required $\delta T$ is therefore smaller than the hysteresis width. For $\Gamma=6000$ J/mol these limits lie at about 232 and 262 K at zero pressure, 30 K apart, and the condition is met from about 0.15 GPa, where $\delta T\approx24$ K. A change of crystal structure that accompanies the spin switch adds its own volume and entropy changes, and these must be included in $\Delta V$ and $\Delta S$ before the ratio is taken.

Numbers in the example were calculated in double precision.
